\section*{Exponential wire taper for minimum Elmore delay}

\section{What dimensions and scaling already decide}

A driver of resistance $R_d$ sits at $x=0$ and a load capacitance $C_L$ at $x=L$. The wire between them has width $w(x)>0$, resistance $r/w$ per length and capacitance $cw$ per length. Here $r$ is the sheet resistance, in ohms, and $c$ is the capacitance per area. Both are constant, as are $R_d$, $C_L$ and $L$, all positive. We seek the width that gives the smallest Elmore delay $T$, with no upper or lower limit on the width.

The five parameters involve three independent units: ohm, farad and metre. They therefore form two dimensionless groups, $r/R_d$ and $cL^2/C_L$. A scaling symmetry removes one of them. If $w$ and $r$ are multiplied by $\lambda$ while $c$ is divided by $\lambda$, then $r/w$ and $cw$ do not change, and neither does the delay. Only the product of the groups can enter the minimum delay. We write it as
\begin{equation}
4s^2=\frac{rcL^2}{R_dC_L},\qquad
s=\frac L2\sqrt{\frac{rc}{R_dC_L}} .
\end{equation}
The best width must itself scale by $\lambda$. The length $\sqrt{rC_L/(cR_d)}$ does so, and the answer has the form
\begin{equation}
T_{\min}=R_dC_L\,F(s),\qquad
w(x)=w_m\,g(x/L;s),\qquad
w_m=\sqrt{\frac{rC_L}{cR_d}} .
\label{form}
\end{equation}
It remains to find $F$ and $g$.

\section{The delay as a functional of the width}

Let the source step from 0 to 1 volt at $t=0$, with the wire uncharged. With $v_L(t)$ the load voltage in volts, the Elmore delay is
\begin{equation}
T=\int_0^\infty[1-v_L(t)]\,dt .
\end{equation}
Integration by parts gives $T=\int_0^\infty t\,\dot v_L\,dt$, because $t(1-v_L)$ vanishes at both limits. So $T$ is the first moment, or mean, of the impulse response $\dot v_L$. It is not the time at which the load reaches half its final voltage.

If $i(x,t)$ is the current passing $x$, the voltage missing at the load is the sum of the resistive drops:
\begin{equation}
1-v_L(t)=R_d\,i(0,t)+\int_0^L\frac{r}{w(x)}\,i(x,t)\,dx .
\end{equation}
Integrate over time. The total charge passing $x$ is what finally rests downstream at 1 volt, which is numerically the downstream capacitance
\begin{equation}
C(x)=C_L+c\int_x^L w(y)\,dy .
\end{equation}
Hence
\begin{equation}
T=R_dC(0)+\int_0^L\frac{r\,C(x)}{w(x)}\,dx .
\label{T}
\end{equation}
A wider wire lowers the resistance in the integral but raises the capacitance that everything upstream must charge.

\subsection*{A reflection symmetry}

Insert $w=w_mg(\xi)$ with $\xi=x/L$. Since $R_dcw_mL$ and $rC_LL/w_m$ both equal $L\sqrt{rcR_dC_L}=2sR_dC_L$, equation (\ref{T}) becomes
\begin{equation}
\frac{T}{R_dC_L}=1+2s\int_0^1\Bigl(g+\frac1g\Bigr)d\xi
+4s^2\!\!\iint\limits_{0<\xi<\eta<1}\!\frac{g(\eta)}{g(\xi)}\,d\xi\,d\eta .
\label{reduced}
\end{equation}
Replacing $g(\xi)$ by $1/g(1-\xi)$ leaves the first integral unchanged. In the double integral it gives $g(1-\xi)/g(1-\eta)$, and the new variables $\xi'=1-\eta$, $\eta'=1-\xi$ restore the old form. If the minimizer is unique, as the next section shows, it must be its own image: $g(\xi)g(1-\xi)=1$. At the middle $g=1$, so the midpoint width is $w_m$ whatever the length of the wire.

\section{The optimal profile}

\subsection*{Step 1: a variable that separates the problem}

From the definition of $C$ we have $C'=-cw$. Define the relative rate at which the downstream capacitance falls,
\begin{equation}
p(x)=-\frac{d\ln C}{dx}=\frac{cw}{C}>0 .
\end{equation}
Then $w=pC/c$, so $rC/w=rc/p$. Integrating $p$ from $0$ to $L$ and using $C(L)=C_L$ gives
\begin{equation}
\int_0^Lp\,dx=\ln\frac{C(0)}{C_L}\equiv u,\qquad
T=R_dC_Le^{u}+rc\int_0^L\frac{dx}{p} .
\label{Tp}
\end{equation}
The driver term depends on the profile through the single number $u$.

\subsection*{Step 2: the best shape at fixed total capacitance}

Hold $u$ fixed. The Cauchy--Schwarz inequality gives
\begin{equation}
L^2=\Bigl(\int_0^L\sqrt p\,\frac1{\sqrt p}\,dx\Bigr)^2
\le\int_0^Lp\,dx\int_0^L\frac{dx}{p}
=u\int_0^L\frac{dx}{p} .
\end{equation}
Equality requires $\sqrt p$ to be proportional to $1/\sqrt p$, which means that $p$ is constant. Therefore
\begin{equation}
T\ge G(u)=R_dC_Le^u+\frac{rcL^2}{u},
\end{equation}
with equality for $p=b=u/L$ and no other profile. Constant $p$ makes $C$ exponential, and $w=bC/c$ is then exponential too. No small variation was assumed, so this is a global statement about all admissible widths, those for which $w$ and $1/w$ are integrable.

\subsection*{Step 3: the best total capacitance}

The second derivative $G''=R_dC_Le^u+2rcL^2/u^3$ is positive, and $G$ diverges at $u\to0$ and $u\to\infty$. There is one minimum, where $G'=0$:
\begin{equation}
R_dC_Le^u=\frac{rcL^2}{u^2}
\quad\Longrightarrow\quad u^2e^u=4s^2
\quad\Longrightarrow\quad \frac u2\,e^{u/2}=s .
\label{stationary}
\end{equation}
The principal Lambert function $W$ is defined for $s>0$ as the positive solution of $We^W=s$. Hence $u=2W(s)$. By (\ref{stationary}) the second term of $G$ equals $uR_dC_Le^u$, and
\begin{equation}
T_{\min}=R_dC_L\,e^u(1+u)=rcL^2\,\frac{1+u}{u^2},\qquad u=2W(s).
\label{Tmin}
\end{equation}

\subsection*{Step 4: the width}

With $C=C_Le^{b(L-x)}$ the width is $w=(bC_L/c)\,e^{b(L-x)}$. Equation (\ref{stationary}) also says $b\,e^{bL/2}=2s/L=\sqrt{rc/(R_dC_L)}$. Thus
\begin{equation}
w(x)=\frac{C_L}{c}\sqrt{\frac{rc}{R_dC_L}}\;e^{b(L/2-x)}
=w_m\,e^{b(L/2-x)} ,
\label{profile}
\end{equation}
which has the form (\ref{form}) and the predicted midpoint width. For the end widths, use $e^{u/2}=2s/u$ together with $2sw_m=rL/R_d$ and $w_m/(2s)=C_L/(cL)$:
\begin{equation}
w(0)=\frac{rL}{uR_d},\qquad w(L)=\frac{uC_L}{cL} .
\label{ends}
\end{equation}

\section{What the exponential means}

\subsection*{Local balance}

Let $R(x)=R_d+\int_0^x(r/w)\,dy$ be the resistance upstream of $x$. Widen a short piece $dx$ by a small fraction $\epsilon$. Its extra capacitance $\epsilon cw\,dx$ is charged through $R$, which adds $\epsilon Rcw\,dx$ to the delay. Its lower resistance removes $\epsilon(r/w)C\,dx$. At the optimum these cancel:
\begin{equation}
R(x)\,c\,w(x)=\frac{r\,C(x)}{w(x)} .
\end{equation}
The profile obeys this. Integrating $r/w$ gives
\begin{equation}
R(x)=R_d+\frac{r}{bw_m}e^{-bL/2}\,(e^{bx}-1)=R_de^{bx},
\end{equation}
because $bw_m=(r/R_d)e^{-bL/2}$. The left side of the balance is then $R_dcw_me^{bL/2}$ and the right side is $rc/b$. Both equal $\sqrt{rcR_dC_L}\,e^{bL/2}$. Near the driver little resistance lies upstream and much capacitance downstream, so width is worth its cost. Near the load the roles are reversed.

\subsection*{Uniform current density}

The ratio $C/w=c/b$ does not depend on $x$. If the wire is charged once to voltage $V$ in each period of a clock of frequency $f_c$, the mean charging current is $f_cVC(x)$. In metal of thickness $t$ its density is
\begin{equation}
j=\frac{f_cVC(x)}{w(x)\,t}=\frac{f_cVc}{b\,t},
\end{equation}
the same at every point. The width that is best for delay also gives every cross-section the same mean charging current density. This holds for the mean only: the current pulse changes shape along the wire, so the rms density, which sets the Joule heating, is not uniform.

\section{How much does tapering gain?}

\subsection*{The best uniform wire}

For constant $g$, the double integral in (\ref{reduced}) is the triangle's area, $1/2$. The delay is $R_dC_L[1+2s(g+1/g)+2s^2]$, smallest at $g=1$:
\begin{equation}
T_{\mathrm{uni}}=R_dC_L(1+4s+2s^2),\qquad w=w_m .
\end{equation}
The best uniform wire has the midpoint width of the best tapered wire.

\subsection*{Short wires, $s\ll1$}

Try $g=e^{a(1/2-\xi)}$ with small $a$. The single integral in (\ref{reduced}) rises by $\int_0^1a^2(\tfrac12-\xi)^2d\xi=a^2/12$, which costs $sa^2/6$. In the double integral $g(\eta)/g(\xi)\simeq1-a(\eta-\xi)$, and the integral of $\eta-\xi$ over the triangle is $1/6$. This saves $2s^2a/3$. The net change $sa^2/6-2s^2a/3$ is least at $a=2s$, in agreement with $u=2W(s)\simeq2s$, and its value there is
\begin{equation}
\frac{T_{\min}-T_{\mathrm{uni}}}{R_dC_L}\simeq\frac{2s^3}{3}-\frac{4s^3}{3}=-\frac23s^3 .
\end{equation}
The gain is of third order: the taper itself is of order $s$, and its benefit per unit taper is of order $s^2$.

\subsection*{Long wires, $s\gg1$}

Put $v=W(s)$, so that $s=ve^v$ and $u=2v$. Then
\begin{equation}
\frac{T_{\min}}{T_{\mathrm{uni}}}
=\frac{e^{2v}(1+2v)}{1+4ve^v+2v^2e^{2v}}
\;\longrightarrow\;\frac1v=\frac1{W(s)} .
\end{equation}
Since $W$ grows roughly as $\ln s$, the advantage grows slowly. The ratio is 0.994 at $s=0.3$, 0.948 at $s=1$, 0.816 at $s=3$ and 0.612 at $s=10$.

\subsection*{Why the area model needs both end loads}

Let $C_L\to0$ or $R_d\to0$ with the other parameters fixed. Then $s$ and $u$ grow without limit, and by (\ref{Tmin}) $T_{\min}=rcL^2(1+u)/u^2\to0$. If the end load is strictly zero, any given width has a smaller delay than with a small positive load, so the infimum is zero. No width reaches it, because (\ref{T}) is positive for every admissible profile. The problem then has no optimal wire. This holds for area capacitance only. With a width-independent side capacitance $f$ per length, as added below, the delay at $C_L=0$ cannot fall below $R_dfL$, so its infimum is no longer zero.

\section{A copper clock trunk}

Take a 3 mm copper line of thickness $t=0.4\ \mu$m, midway between two ground planes at a distance $h=0.4\ \mu$m from its faces. The resistivity is $2.2\ \mu\Omega\,$cm and the relative permittivity is $k=3$. A large buffer with $R_d=20\ \Omega$ drives $C_L=500$ fF. These are illustrative values for a wide clock trunk in a low-permittivity dielectric. Then
\begin{align}
r&=\frac{2.2\times10^{-8}\ \Omega\,\mathrm m}{0.4\times10^{-6}\ \mathrm m}=0.055\ \Omega,\\
c&=\frac{2\varepsilon_0k}{h}=0.1328\ \mathrm{fF}/\mu\mathrm m^2,\qquad R_dC_L=10\ \mathrm{ps},
\end{align}
where the factor 2 counts the two planes. With $rcL^2=65.7$ ps,
\begin{equation}
s=\tfrac12\sqrt{65.7/10}=1.282,\qquad u=2W(1.282)=1.323 .
\end{equation}
The midpoint width is $w_m=3.22\ \mu$m, and (\ref{ends}) gives
\begin{align}
w(0)&=\frac{0.055\times3000}{1.323\times20}\ \mu\mathrm m=6.24\ \mu\mathrm m,\\
w(L)&=\frac{1.323\times500}{0.1328\times3000}\ \mu\mathrm m=1.66\ \mu\mathrm m .
\end{align}
The delays of the tapered and of the best uniform wire are
\begin{align}
T_{\min}&=10\,e^{1.323}(1+1.323)\ \mathrm{ps}=87.2\ \mathrm{ps},\\
T_{\mathrm{uni}}&=10\,(1+4s+2s^2)\ \mathrm{ps}=94.2\ \mathrm{ps}.
\end{align}
The taper saves 7.3\% of the uniform wire's Elmore delay.

As a test that presupposes no shape, the line was cut into 100 segments and all their widths were varied freely from random starting values. The minimization returned 87.24 ps, and the widths agreed with (\ref{profile}) to within $3\times10^{-6}$ relative to the formula.

For one complete charging to 0.8 V per period at 2 GHz, and with area capacitance only, the mean charging current density is 0.12 MA/cm$^2$ all along the wire. The half period of 250 ps is less than three Elmore delays, so a real square wave leaves the charging several per cent short, a little more so at the load. Fringe capacitance would make the density somewhat larger at the driver than at the load.

\section{Fringe capacitance bends the exponential}

Field lines from the side walls add a capacitance $f$ per length that hardly depends on width. Now $C'=-(cw+f)$. Write $q=cw=-C'-f$. The integrand of (\ref{T}) becomes $\Phi(C,C')=rcC/q$, with no explicit $x$. For a smooth minimizer the Euler--Lagrange equation holds, and
\begin{equation}
\frac{d}{dx}\Bigl(\Phi-C'\frac{\partial\Phi}{\partial C'}\Bigr)
=C'\Bigl(\frac{\partial\Phi}{\partial C}-\frac{d}{dx}\frac{\partial\Phi}{\partial C'}\Bigr)=0 .
\end{equation}
Since $\partial q/\partial C'=-1$, we have $\partial\Phi/\partial C'=rcC/q^2$. With $-C'=q+f$ the conserved quantity is
\begin{equation}
\frac{rcC}{q}+(q+f)\frac{rcC}{q^2}=\frac{rcC(2q+f)}{q^2}
\quad\Longrightarrow\quad C=\frac{Kq^2}{2q+f},
\end{equation}
with $K$ a positive constant. Differentiate and set the result equal to $-(q+f)$:
\begin{equation}
Kq'\,\frac{2q(2q+f)-2q^2}{(2q+f)^2}
=\frac{2Kq\,q'(q+f)}{(2q+f)^2}=-(q+f) .
\end{equation}
The factor $q+f$ cancels, and because $q'/q=w'/w$,
\begin{equation}
-\frac{d\ln w}{dx}=\frac{(2q+f)^2}{2Kq^2}
=\frac2K\Bigl(1+\frac{f}{2cw}\Bigr)^2 .
\label{fringe}
\end{equation}
For $f=0$ the rate is constant and the exponential returns. For $f>0$ the wire narrows at a growing relative rate towards the load.

A solution of Laplace's equation for the cross-section of the isolated trunk gives $f=0.089$ fF/$\mu$m, which is 21\% of the area capacitance at the midpoint. A free minimization over 100 widths with this $f$ gives 6.84 $\mu$m in the first segment and 1.73 $\mu$m in the last, with a decay rate 1.29 times larger at the load end than at the driver end. Along the line the rate followed (\ref{fringe}), with the constant $2/K$ spread by less than 1\%.

The delay is far less sensitive than the shape. The taper (\ref{profile}), used unchanged, has a delay of 98.4 ps with fringe included. The true optimum has 98.09 ps, and the best exponential lies only 0.01 ps above it. The best uniform wire has 106 ps. In this example fringe raises the delay of the unchanged taper by 13\%, yet an exponential remains a nearly optimal shape.

\section{The model beside a real line}

The end loads and micrometre widths above suit a large buffer driving a trunk in wide metal. They are not typical of narrow signal wires. For this cross-section fringe equals area capacitance at $w=f/c\approx0.67\ \mu$m, and below that width the area model is a poor start. Neighbouring wires add further side capacitance, which is not included here. The formula also presumes that the process permits every width from 1.66 to 6.24 $\mu$m. For the taper (\ref{profile}), fringe raises the Elmore delay by 13\%, and the heating considered next raises it by 18\%.

\textbf{Temperature.} Take heating that raises the resistance by 32\%. In bulk copper a rise of about 80 K does this. In this line it takes between about 80 K and 105 K, depending on why its resistivity lies above the bulk value. An excess from surface, grain-boundary or impurity scattering hardly depends on temperature and raises the figure, whereas an excess from a liner that takes up part of the cross-section scales like the bulk and does not. With the driver and the taper held fixed and fringe left out, the driver term $R_dC(0)=20\ \Omega\times1878\ \mathrm{fF}=37.6$ ps stays, and the wire term grows from 49.7 to 65.6 ps. The delay becomes 103.1 ps, 18\% above the cool value. Redesigning the taper for the hot wire lowers it only to 102.5 ps.

\textbf{The 50\% delay.} Without fringe, the load reaches half voltage after 66.4 ps with the taper and after 69.5 ps with the uniform wire. The saving is 4.5\%, less than the 7.3\% in Elmore delay. The taper minimizes the first moment, and it need not minimize the 50\% time.

\textbf{Inductance.} The time of flight is 17 ps. With fringe included and an ideal return path in the planes, an inductive ladder model gives a 50\% delay of 74.9 ps, the same to this precision as without inductance. A poor return path would raise the inductance and is not covered.

\textbf{Resistivity.} A mean free path of roughly 40 nm is 2.4\% of the narrowest width, so $r$ should depend little on $w$ here. The ratio to the thickness is larger, but the thickness is the same everywhere and its effect belongs in the value of $r$. At 10 GHz the skin depth is 0.75 $\mu$m, more than the metal thickness. Crowding of current across the width has not been estimated.

The numerical output that follows lists the inputs and results.

\section*{Calculated quantities}
\begin{verbatim}
resistivity: 2.2 microohm cm
metal thickness: 0.4 um
gap to each plane: 0.4 um
relative permittivity: 3
length: 3 mm
driver resistance: 20 ohm
load capacitance: 500 fF
sheet resistance: 0.055 ohm per square
area capacitance: 0.1328 fF/um2
Rd*CL: 10 ps
s: 1.282
u = b*length: 1.323
b: 0.441 1/mm
midpoint width: 3.218 um
width at driver: 6.235 um
width at load: 1.66 um
total capacitance incl. load: 1878 fF
wire resistance: 55.1 ohm
minimum Elmore delay: 87.24 ps
best uniform Elmore delay: 94.15 ps
saving by taper: 7.34 %
free minimization, delay: 87.2393 ps
free minimization, max width deviation: 2.9e-06
taper/uniform delay at s=0.3: 0.9941
taper/uniform delay at s=1.0: 0.9479
taper/uniform delay at s=3.0: 0.8164
taper/uniform delay at s=10.0: 0.6116
fringe capacitance: 0.0892 fF/um
fringe/area capacitance at midpoint: 0.209
with fringe: area-optimal taper delay: 98.38 ps
with fringe: best exponential delay: 98.0945 ps
with fringe: true optimum delay: 98.0862 ps
with fringe: best uniform delay: 106 ps
with fringe: first segment width: 6.844 um
with fringe: last segment width: 1.728 um
with fringe: decay rate load/driver end: 1.29
50% delay, taper, no fringe: 66.37 ps
50% delay, uniform, no fringe: 69.49 ps
50% delay, taper, fringe, RC: 74.91 ps
50% delay, taper, fringe, RLC: 74.88 ps
time of flight: 17.3 ps
hot resistance factor: 1.32
hot Elmore delay, same taper: 103.1 ps
hot Elmore delay, taper redone: 102.5 ps
mean free path/width at load: 0.024
skin depth at 10 GHz: 0.747 um
supply voltage: 0.8 V
clock frequency: 2 GHz
mean charging current density: 0.12 MA/cm2
\end{verbatim}
